**Polarized edge integrals and coupled hole moments: a numerical test**

The program tests the sum rule $J^z_\zeta(j)=R^2\sum_{xy}K_j^{xyz}\langle w^{xyz}_\zeta\rangle$ for dipole absorption from a full core shell $c$ into a valence shell $l$. Here $J^z_\zeta$ is the rank-$z$ polarization combination at edge $j$, $R$ is the radial integral, and $w^{xyz}$ are hole moments of orbital rank $x$ and spin rank $y$ coupled to $z$. For six shell pairs it asserts the underlying operator identity, with angular quadrature and a diagonalized spin-orbit operator on the direct side; the largest error is about $3\times10^{-15}$. It also asserts the closed coefficients for $l=c+1$ and the explicit forms of seven $d$-shell moments. For a model $d^8$ ion, line strengths from diagonalized $p^5d^9$ final states agree with the moment formula, including a case with a tilted exchange field and general complex polarization. With core-valence interaction switched on, the program asserts that sums over both edges are preserved and that edge-resolved integrals change. In this example the spin combination changes by 0.15 %, while the branching ratio moves from 0.881 to 0.890.

## Numerical check

```python
"""
Sum rules for dipole absorption from a full core shell c (edges j = c +- 1/2)
into an open valence shell l.  Result under test:
  J^z_zeta(j) = R^2 * sum_xy K_j(x,y,z) * Tr[ w^{xyz}_zeta H ],  x+y+z even, y = 0, 1
J^z   : polarization combination of rank z (0 isotropic, 1 circular, 2 linear)
R     : radial dipole integral;  H = 1 - rho : hole matrix of the valence shell
w^xyz : orbital rank x and spin rank y coupled to rank z, equal to 1 for a
        stretched hole;  K : coefficient containing one 9j symbol.
Direct side: angular quadrature, diagonalized l.s, and many-electron spectra.
"""
from functools import lru_cache
from itertools import combinations
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import lpmv
from sympy.physics.wigner import wigner_3j, wigner_9j

# ---------- angular integrals by quadrature on the sphere ----------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
azimuths = 2 * pi * np.arange(24) / 24
cos_t = np.repeat(nodes, 24)
phi = np.tile(azimuths, 12)
weight = np.repeat(node_weights, 24) * 2 * pi / 24
sin_t = np.sqrt(1 - cos_t**2)
unit_vector = [sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t]


def harmonic(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    value = norm * lpmv(a, l, cos_t) * np.exp(1j * a * phi)
    return value if m >= 0 else (-1)**a * value.conj()


def angular(l, function, c):
    bra = np.array([harmonic(l, m) for m in range(-l, l + 1)])
    ket = np.array([harmonic(c, m) for m in range(-c, c + 1)])
    return (bra.conj() * weight * function) @ ket.T


def c_function(k, q):
    return sqrt(4 * pi / (2 * k + 1)) * harmonic(k, q)


# ---------- angular momentum and spin matrices ----------
one2 = np.eye(2)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def orbital_momentum(l):
    m = np.arange(-l, l + 1)
    up = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1.0)), -1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m.astype(float))]


def spin_orbit(l):
    return sum(np.kron(a, b / 2) for a, b in zip(orbital_momentum(l), sigma))


def core_projector(c, sign):
    values, vectors = np.linalg.eigh(spin_orbit(c))
    chosen = values > -1e-9 if sign > 0 else values < -1e-9
    return vectors[:, chosen] @ vectors[:, chosen].conj().T


# ---------- tensor moments and the derived coefficient ----------
@lru_cache(None)
def threej(a, b, c, d, e, f):
    return float(wigner_3j(a, b, c, d, e, f))


def clebsch(a, ma, b, mb, c, mc):
    return (-1)**(a - b + mc) * sqrt(2 * c + 1) * threej(a, b, c, ma, mb, -mc)


def stretched(l, x):
    return threej(l, x, l, -l, 0, l)


@lru_cache(None)
def unit_tensor(l, x, xi):
    rows = range(-l, l + 1)
    return np.array([[(-1)**(l - m) * threej(l, x, l, -m, xi, k) for k in rows]
                     for m in rows]) / stretched(l, x)


def spin_tensor(y, eta):
    if y == 0:
        return one2
    if eta == 0:
        return sigma[2]
    return -eta * (sigma[0] + 1j * eta * sigma[1]) / sqrt(2)


def moment_operator(l, x, y, z, zeta):
    total = np.zeros((4 * l + 2, 4 * l + 2), complex)
    for eta in range(-y, y + 1):
        xi = zeta - eta
        if abs(xi) <= x:
            total += clebsch(x, xi, y, eta, z, zeta) * np.kron(
                unit_tensor(l, x, xi), spin_tensor(y, eta))
    return total / clebsch(x, 0, y, 0, z, 0)


def allowed(c, l, z):
    pairs = [(z, 0)]
    if c > 0:
        pairs += [(z - 1, 1), (z + 1, 1)]
    return [(x, y) for x, y in pairs if 0 <= x <= 2 * l]


def projector_weight(c, sign, y):
    if y == 0:
        return (c + 1 if sign > 0 else c) / (2 * c + 1)
    return sign * c / (2 * c + 1)


@lru_cache(None)
def coefficient(c, l, sign, x, y, z):
    ninej = float(wigner_9j(1, 1, z, c, c, y, l, l, x))
    return (max(l, c) * projector_weight(c, sign, y) * (-1)**y * (2 * x + 1)
            / sqrt(2 * z + 1) * clebsch(x, 0, y, 0, z, 0) * stretched(l, x)
            / (stretched(1, z) * stretched(c, y)) * ninej)


# ---------- test: operator identity for several shells, all components ----------
shell_pairs = [(0, 1), (1, 2), (2, 3), (1, 0), (2, 1), (3, 2)]
worst_operator = 0.0
for c, l in shell_pairs:
    dip = [np.kron(angular(l, c_function(1, q), c), one2) for q in (-1, 0, 1)]
    for sign in ((1, -1) if c > 0 else (1,)):
        proj = core_projector(c, sign)
        for z in range(3):
            for zeta in range(-z, z + 1):
                pol = unit_tensor(1, z, zeta)
                direct = sum(pol[i, k] * dip[i] @ proj @ dip[k].conj().T
                             for i in range(3) for k in range(3))
                derived = np.zeros_like(direct)
                for x, y in allowed(c, l, z):
                    derived += (coefficient(c, l, sign, x, y, z)
                                * moment_operator(l, x, y, z, zeta))
                worst_operator = max(worst_operator, abs(direct - derived).max())
assert worst_operator < 1e-10

# closed form of the coefficient when l = c + 1
for c, l in ((1, 2), (2, 3)):
    for sign in (1, -1):
        for z in range(3):
            for x, y in allowed(c, l, z):
                closed = (l / (2 * l + 1) * projector_weight(c, sign, y)
                          * clebsch(z, 0, y, 0, x, 0)**2)
                assert abs(closed - coefficient(c, l, sign, x, y, z)) < 1e-12

# ---------- test: explicit meaning of the moments in a d shell ----------
Ld = orbital_momentum(2)
Lz = np.kron(Ld[2], one2)
Sz = np.kron(np.eye(5), sigma[2] / 2)
LS = spin_orbit(2)
Tz = sum(np.kron(angular(2, (1.0 if i == 2 else 0.0)
                         - 3 * unit_vector[2] * unit_vector[i], 2), sigma[i] / 2)
         for i in range(3))
explicit = {(0, 0, 0): np.eye(10), (1, 1, 0): LS, (1, 0, 1): Lz / 2,
            (0, 1, 1): 2 * Sz, (2, 1, 1): 3.5 * Tz,
            (2, 0, 2): (3 * Lz @ Lz - 6 * np.eye(10)) / 6,
            (1, 1, 2): (3 * Lz @ Sz - LS) / 2}
for (x, y, z), matrix in explicit.items():
    assert abs(moment_operator(2, x, y, z, 0) - matrix).max() < 1e-10

# ---------- many-electron model: p6 d8 -> p5 d9 ----------
F2dd, F4dd, F2pd, G1pd, G3pd = 10.0, 6.0, 6.0, 5.0, 3.0      # eV
zeta_p, zeta_d, tetra_split, exchange = 10.0, 0.1, 0.5, 0.1  # eV
radial = 0.10                                                # angstrom
n_orb = 16                                                   # 0-5 p, 6-15 d
P, D = slice(0, 6), slice(6, 16)
dets = [sum(1 << i for i in occ) for occ in combinations(range(n_orb), 14)]
position = {det: i for i, det in enumerate(dets)}
n_det = len(dets)
hop = np.zeros((n_orb, n_orb, n_det, n_det), complex)        # a+_a a_b
for old, det in enumerate(dets):
    for b in range(n_orb):
        if not det >> b & 1:
            continue
        removed = det ^ (1 << b)
        sign_b = (-1)**bin(det & ((1 << b) - 1)).count("1")
        for a in range(n_orb):
            if not removed >> a & 1:
                sign_a = (-1)**bin(removed & ((1 << a) - 1)).count("1")
                hop[a, b, position[removed | 1 << a], old] = sign_a * sign_b
core_count = np.array([bin(det & 63).count("1") for det in dets])
initial = np.where(core_count == 6)[0]
final = np.where(core_count == 5)[0]
flat_hop = hop.reshape(n_orb**2, n_det**2)


def lift(matrix):
    return (matrix.astype(complex).ravel() @ flat_hop).reshape(n_det, n_det)


def embed(k, q, kind):
    out = np.zeros((n_orb, n_orb), complex)
    f = c_function(k, q)
    if kind == "dd":
        out[D, D] = np.kron(angular(2, f, 2), one2)
    elif kind == "pp":
        out[P, P] = np.kron(angular(1, f, 1), one2)
    else:
        out[D, P] = np.kron(angular(2, f, 1), one2)
        out[P, D] = np.kron(angular(1, f, 2), one2)
    return out


def coulomb(k, left, right):
    total = np.zeros((n_det, n_det), complex)
    small_l = {q: embed(k, q, left) for q in range(-k, k + 1)}
    small_r = {q: embed(k, q, right) for q in range(-k, k + 1)}
    big_l = {q: lift(a) for q, a in small_l.items()}
    big_r = big_l if left == right else {q: lift(a) for q, a in small_r.items()}
    for q in range(-k, k + 1):
        total += (-1)**q * (big_l[q] @ big_r[-q] - lift(small_l[q] @ small_r[-q]))
    return total / 2


valence_coulomb = F2dd * coulomb(2, "dd", "dd") + F4dd * coulomb(4, "dd", "dd")
core_valence = (2 * F2pd * coulomb(2, "dd", "pp")
                + G1pd * coulomb(1, "pd", "pd") + G3pd * coulomb(3, "pd", "pd"))
free_levels = np.linalg.eigvalsh(valence_coulomb[np.ix_(initial, initial)])
assert np.ptp(free_levels[:21]) < 1e-9 < free_levels[21] - free_levels[20]
shift = core_valence[np.ix_(initial, initial)]
assert abs(shift - shift[0, 0] * np.eye(len(initial))).max() < 1e-9


def model(direction):
    """Hamiltonian without core-valence terms, ground state, gap, hole matrix."""
    e_orbitals = np.zeros((5, 2))
    e_orbitals[2, 0] = 1
    e_orbitals[[0, 4], 1] = 1 / sqrt(2)
    t2_projector = np.eye(5) - e_orbitals @ e_orbitals.T
    h = np.zeros((n_orb, n_orb), complex)
    h[P, P] = zeta_p * spin_orbit(1)
    h[D, D] = (zeta_d * LS + tetra_split * np.kron(t2_projector, one2)
               + exchange * np.kron(np.eye(5), sum(
                   n * s for n, s in zip(direction, sigma))))
    ham = lift(h) + valence_coulomb
    levels, states = np.linalg.eigh(ham[np.ix_(initial, initial)])
    ground = np.zeros(n_det, complex)
    ground[initial] = states[:, 0]
    density = ((hop @ ground) @ ground.conj()).T
    return ham, ground, levels[1] - levels[0], np.eye(10) - density[D, D]


def final_states(ham):
    levels, states = np.linalg.eigh(ham[np.ix_(final, final)])
    gaps = np.diff(levels)
    assert np.argmax(gaps) == 39          # 4 x 10 states below, 2 x 10 above
    return states, gaps[39]


def strengths(function, states, ground):
    """Summed line strengths of the j=3/2 and j=1/2 edges, angstrom^2."""
    one_body = np.zeros((n_orb, n_orb), complex)
    one_body[D, P] = radial * np.kron(angular(2, function, 1), one2)
    lines = abs(states.conj().T @ (lift(one_body) @ ground)[final])**2
    return np.array([lines[:40].sum(), lines[40:].sum()])


def combine(by_q):
    plus, zero, minus = by_q[1], by_q[0], by_q[-1]
    return np.array([plus + zero + minus, plus - minus, plus + minus - 2 * zero])


# general polarization and tilted exchange field: every tensor component enters
ham_t, ground_t, gap_t, holes_t = model((0.36, 0.48, 0.80))
pol_vec = np.array([0.5 + 0.2j, -0.3j, 0.7])
pol_vec /= np.linalg.norm(pol_vec)
states_t, _ = final_states(ham_t)
direct_t = strengths(sum(e * n for e, n in zip(pol_vec, unit_vector)),
                     states_t, ground_t)
amp = np.array([(pol_vec[0] + 1j * pol_vec[1]) / sqrt(2), pol_vec[2],
                -(pol_vec[0] - 1j * pol_vec[1]) / sqrt(2)])
pol_matrix = np.outer(amp, amp.conj())
derived_t = np.zeros(2, complex)
for z in range(3):
    for zeta in range(-z, z + 1):
        p = (2 * z + 1) * stretched(1, z)**2 * np.trace(
            unit_tensor(1, z, zeta).T @ pol_matrix)
        for x, y in allowed(1, 2, z):
            value = np.trace(moment_operator(2, x, y, z, zeta) @ holes_t)
            derived_t += radial**2 * p * value * np.array(
                [coefficient(1, 2, s, x, y, z) for s in (1, -1)])
assert abs(direct_t - derived_t).max() < 1e-10 * direct_t.sum()

# worked example: exchange field along z
ham, ground, ground_gap, holes = model((0, 0, 1))
assert ground_gap > 1e-3
moments = {(x, y, z): np.trace(moment_operator(2, x, y, z, 0) @ holes).real
           for z in range(3) for x, y in allowed(1, 2, z)}
sharp_states, sharp_gap = final_states(ham)
mixed_states, mixed_gap = final_states(ham + core_valence)
sharp_q = {q: strengths(c_function(1, q), sharp_states, ground) for q in (-1, 0, 1)}
mixed_q = {q: strengths(c_function(1, q), mixed_states, ground) for q in (-1, 0, 1)}
sharp, mixed = combine(sharp_q), combine(mixed_q)
predicted = np.array([[radial**2 * sum(coefficient(1, 2, s, x, y, z)
                                       * moments[x, y, z]
                                       for x, y in allowed(1, 2, z))
                       for s in (1, -1)] for z in range(3)])
scale = predicted[0].sum()
assert abs(sharp - predicted).max() < 1e-10 * scale
assert abs(mixed.sum(axis=1) - predicted.sum(axis=1)).max() < 1e-10 * scale
assert abs(mixed - predicted).max() > 1e-3 * scale   # mixed j breaks edge rules


def electron_value(matrix):
    full = np.zeros((n_orb, n_orb), complex)
    full[D, D] = matrix
    return (ground.conj() @ lift(full) @ ground).real


Lz_el, Sz_el, Tz_el = (electron_value(a) for a in (Lz, Sz, Tz))
n_holes = moments[0, 0, 0]
Lz_from_edges = -2 * n_holes * sharp[1].sum() / sharp[0].sum()
assert abs(Lz_from_edges - Lz_el) < 1e-9
spin_sharp = n_holes * (sharp[1, 0] - 2 * sharp[1, 1]) / sharp[0].sum()
spin_mixed = n_holes * (mixed[1, 0] - 2 * mixed[1, 1]) / mixed[0].sum()
spin_true = -(2 * Sz_el + 7 * Tz_el) / 3
assert abs(spin_sharp - spin_true) < 1e-9
branch_sharp = sharp[0, 0] / sharp[0].sum()
branch_mixed = mixed[0, 0] / mixed[0].sum()
assert abs(branch_sharp - (2 + moments[1, 1, 0] / n_holes) / 3) < 1e-10

# ---------- output ----------
print(f"operator identity, largest error (6 shell pairs): {worst_operator:.1e}")
for c, l in ((1, 2), (2, 1)):
    print(f"K for c={c}, l={l}: xyz, upper j, lower j (dimensionless)")
    for z in range(3):
        for x, y in allowed(c, l, z):
            up, low = (coefficient(c, l, s, x, y, z) for s in (1, -1))
            print(f"  {x}{y}{z} {up:10.6f} {low:10.6f}")
print(f"F2dd, F4dd = {F2dd}, {F4dd} eV")
print(f"F2pd, G1pd, G3pd = {F2pd}, {G1pd}, {G3pd} eV")
print(f"spin-orbit p, d = {zeta_p}, {zeta_d} eV")
print(f"t2-e splitting, exchange field = {tetra_split}, {exchange} eV")
print(f"radial integral = {radial:.2f} angstrom")
print(f"gap above ground state = {ground_gap:.4f} eV")
print(f"gap between edges, core-valence off/on = {sharp_gap:.2f}, {mixed_gap:.2f} eV")
print("hole moments w^xyz, zeta=0 (dimensionless)")
for (x, y, z), value in moments.items():
    print(f"  {x}{y}{z} {value:10.5f}")
print("I_q from spectrum, j=3/2, j=1/2 (1e-3 angstrom^2)")
for q in (1, 0, -1):
    print(f"  q={q:2d} {1e3 * sharp_q[q][0]:9.5f} {1e3 * sharp_q[q][1]:9.5f}")
print("J^z j=3/2, j=1/2: moments | spectrum | core-valence on (1e-3 angstrom^2)")
for z in range(3):
    row = 1e3 * np.concatenate([predicted[z], sharp[z], mixed[z]])
    print(f"  z={z} " + " ".join(f"{v:9.5f}" for v in row))
print(f"tilted case, spectrum: {1e3*direct_t[0]:.5f}, {1e3*direct_t[1]:.5f} 1e-3 A^2")
print(f"tilted case, moments: {1e3*derived_t[0].real:.5f}, "
      f"{1e3*derived_t[1].real:.5f} 1e-3 A^2")
print(f"electron Lz, Sz, Tz = {Lz_el:.5f}, {Sz_el:.5f}, {Tz_el:.5f} hbar")
print(f"Lz from summed edges = {Lz_from_edges:.5f} hbar")
print(f"(w011+2w211)/3: true {spin_true:.5f}, sharp j {spin_sharp:.5f}, "
      f"mixed j {spin_mixed:.5f}")
print(f"relative error of spin rule with mixed j = "
      f"{100 * (spin_mixed / spin_true - 1):.2f} %")
print(f"branching ratio, sharp j, mixed j = {branch_sharp:.5f}, {branch_mixed:.5f}")
print("all assertions hold")
```

Printed output:

```
operator identity, largest error (6 shell pairs): 2.9e-15
K for c=1, l=2: xyz, upper j, lower j (dimensionless)
  000   0.266667   0.133333
  110   0.133333  -0.133333
  101   0.266667   0.133333
  011   0.044444  -0.044444
  211   0.088889  -0.088889
  202   0.266667   0.133333
  112   0.053333  -0.053333
  312   0.080000  -0.080000
K for c=2, l=1: xyz, upper j, lower j (dimensionless)
  000   0.400000   0.266667
  110   0.200000  -0.200000
  101  -0.200000  -0.133333
  011  -0.133333   0.133333
  211  -0.026667   0.026667
  202   0.040000   0.026667
  112   0.080000  -0.080000
F2dd, F4dd = 10.0, 6.0 eV
F2pd, G1pd, G3pd = 6.0, 5.0, 3.0 eV
spin-orbit p, d = 10.0, 0.1 eV
t2-e splitting, exchange field = 0.5, 0.1 eV
radial integral = 0.10 angstrom
gap above ground state = 0.0661 eV
gap between edges, core-valence off/on = 14.20, 11.91 eV
hole moments w^xyz, zeta=0 (dimensionless)
  000    2.00000
  110    1.28321
  101    0.98061
  011    1.91252
  211    0.37618
  202    0.34279
  112    0.82593
  312   -0.82352
I_q from spectrum, j=3/2, j=1/2 (1e-3 angstrom^2)
  q= 1   4.36373   0.49268
  q= 0   2.11616   0.09345
  q=-1   0.56439   0.36959
J^z j=3/2, j=1/2: moments | spectrum | core-valence on (1e-3 angstrom^2)
  z=0   7.04429   0.95571   7.04429   0.95571   7.12282   0.87718
  z=1   3.79933   0.12309   3.79933   0.12309   3.80109   0.12133
  z=2   0.69580   0.67538   0.69580   0.67538   0.76395   0.60723
tilted case, spectrum: 2.21012, 0.37174 1e-3 A^2
tilted case, moments: 2.21012, 0.37174 1e-3 A^2
electron Lz, Sz, Tz = -1.96121, -0.95626, -0.10748 hbar
Lz from summed edges = -1.96121 hbar
(w011+2w211)/3: true 0.88829, sharp j 0.88829, mixed j 0.88961
relative error of spin rule with mixed j = 0.15 %
branching ratio, sharp j, mixed j = 0.88054, 0.89035
all assertions hold
```
